\section*{When a metal monolayer deposits before the bulk Nernst potential}

\section{The belief and the reservoir}

\textbf{Q:} In an electrochemical metallization cell, ions of a metal M cross an electrolyte and are reduced at an inert electrode. I take it that nothing can deposit there until the electrode is driven below the Nernst potential of M. Above that potential the metal dissolves, so how could a deposit survive?

\textbf{A:} Bulk metal dissolves there. The Nernst potential you quote describes equilibrium between ions and bulk M, whereas the first atoms on the inert electrode are not bulk M. They sit on a foreign substrate S, so we must compare their energy with that of the bulk.

Let us first fix what the potential does. For the reaction
\begin{equation}
\mathrm{M}^{z+}+z\,\mathrm{e}^-\rightleftharpoons \mathrm{M},
\end{equation}
equilibrium requires the chemical potential $\mu$ of a metal atom to equal that of one ion plus $z$ electrons. Making the electrode potential $E$ more positive lowers each electron's energy by $e$ times the change. With ion activity $a$,
\begin{equation}
\mu=\mu_{\rm ion}+kT\ln a-zeE, \label{res}
\end{equation}
where $\mu_{\rm ion}$ collects the constants, including the choice of reference electrode. A more positive potential therefore makes metal atoms less favourable on any surface. If bulk M coexists with its ions at $\mu=\mu_{\rm bulk}$, its Nernst potential is
\begin{equation}
E_{\rm N}=\frac{\mu_{\rm ion}+kT\ln a-\mu_{\rm bulk}}{ze}.
\end{equation}
Define $\eta=E-E_{\rm N}$ in the same electrolyte. Substituting $E=E_{\rm N}+\eta$ into (\ref{res}) gives
\begin{equation}
\mu=\mu_{\rm bulk}-ze\eta. \label{mu}
\end{equation}
Your belief is that no layer is stable for $\eta>0$.

\section{Bulk metal and first layer}

\textbf{Q:} Then what sets $\mu_{\rm bulk}$, and what replaces it for the first layer?

\textbf{A:} Use a lattice gas, in which each site is empty or holds one atom. Stack triangular layers so that each site has six lateral neighbours, one site above and one below. In the metal, a lateral bond releases $w_M$ and a vertical bond releases $\epsilon_M$, so $\epsilon_M$ is also the binding energy of a lone adatom on M. On S a lone adatom is bound by $\epsilon_S$, and first-layer neighbours attract by $w_S$. All four energies are positive and independent of temperature. The substrate acts on the first layer alone, the ions discharge fully, and S and M do not mix.

Take a periodic piece of bulk with $V$ sites and occupations $n_i$. Its energy minus $\mu$ times the number of atoms is
\begin{equation}
\Omega=-w_M\sum_{\rm lat}n_in_j-\epsilon_M\sum_{\rm vert}n_in_j-\mu\sum_i n_i .
\end{equation}
Now describe the same states by vacancies, $h_i=1-n_i$. There are $3V$ lateral and $V$ vertical bonds, since each bond is shared by two sites. Each site belongs to six lateral and two vertical bonds, so
\begin{align}
\sum_{\rm lat}n_in_j&=3V-6\sum_i h_i+\sum_{\rm lat}h_ih_j,\\
\sum_{\rm vert}n_in_j&=V-2\sum_i h_i+\sum_{\rm vert}h_ih_j .
\end{align}
With $\sum_i n_i=V-\sum_i h_i$, this gives
\begin{equation}
\Omega={\rm const}-w_M\sum_{\rm lat}h_ih_j-\epsilon_M\sum_{\rm vert}h_ih_j+(6w_M+2\epsilon_M+\mu)\sum_i h_i .
\end{equation}
Vacancies and atoms obey the same law when the last coefficient equals $-\mu$. Below the critical temperature, the dense and dilute phases are then equivalent and coexist, at
\begin{equation}
\mu_{\rm bulk}=-\epsilon_M-3w_M. \label{bulk}
\end{equation}
This is minus the cohesive energy per atom.

For a single layer on S, the site term is $-(\epsilon_S+\mu)\sum_i n_i$ and there are no vertical bonds between sites. The same substitution gives a vacancy coefficient $\epsilon_S+\mu+6w_S$. Setting it equal to $-(\epsilon_S+\mu)$ yields half coverage at
\begin{equation}
\mu_1=-\epsilon_S-3w_S. \label{layer}
\end{equation}

\textbf{Q:} So where does the first layer form on the potential scale?

\textbf{A:} Put $\mu=\mu_1$ in (\ref{mu}) and solve for the potential:
\begin{equation}
ze\eta_1=\mu_{\rm bulk}-\mu_1
=(\epsilon_S-\epsilon_M)+3(w_S-w_M)\equiv\Delta. \label{delta}
\end{equation}
If $\Delta>0$, the layer forms at a potential positive of $E_{\rm N}$. This is underpotential deposition. The Nernst equation is not violated: the layer has its own equilibrium with the ions, with $\mu_1$ in place of $\mu_{\rm bulk}$.

Ion activity moves both equilibria by the same amount and cancels from $\eta_1$. For $z=1$ at 300 K, each moves by 59.5 mV per decade of activity.

\section{A numerical case}

\textbf{Q:} Give me numbers. I suspect the substrate would have to bind an atom more strongly than the whole crystal does.

\textbf{A:} Take round parameters in the regime of silver on Pt(111): $z=1$, $\epsilon_S=2.75$ eV, $\epsilon_M=2.30$ eV, $w_S=0.19$ eV and $w_M=0.20$ eV. The cohesive energy is
\begin{equation}
2.30+3(0.20)=2.90\ {\rm eV},
\end{equation}
which exceeds $\epsilon_S$. Yet an atom in a complete first layer has $2.75+3(0.19)=3.32$ eV, because it also has its share of lateral bonds. The difference is
\begin{equation}
\Delta=3.32-2.90=0.42\ {\rm eV},\qquad \eta_1=0.42\ {\rm V}.
\end{equation}
Like must be compared with like: a lone adatom on S with a lone adatom on M, and an atom of the complete layer with an atom of the crystal.

I tested (\ref{delta}) by summing over all occupations of a periodic 16-site layer and of an 18-site piece of bulk, and locating half filling in each. The cases combined 300, 358 and 1200 K, $z=1$ and 2, and activities 1 and $10^{-4}$. The largest discrepancy in $\Delta$ was $2.8\times10^{-13}$ eV. The atom--vacancy symmetry guarantees such agreement on any periodic cluster, so this checks the bond counting only. Allowing atoms on top of the layer shifts the threshold by about $kT\exp[-(\Delta+3w_M)/kT]$, which is $5\times10^{-6}$ eV at 1200 K.

\textbf{Q:} If the lateral bonds matter that much, what would happen without them?

\textbf{A:} Set $w_S=0$ and keep the rest. Half coverage moves to
\begin{equation}
ze\eta=\epsilon_S-\epsilon_M-3w_M=0.45-0.60=-0.15\ {\rm eV}.
\end{equation}
That is beyond the Nernst potential, where bulk metal is already stable. The layer therefore needs its lateral bonds, but they are not what makes it appear early, because the crystal has lateral bonds too. In (\ref{delta}) the two sets nearly cancel, contributing $3(0.19-0.20)=-0.03$ eV. With these parameters the early deposition comes from the substrate, which binds an atom more strongly than M does by $\epsilon_S-\epsilon_M=0.45$ eV. The near cancellation is built into my choice $w_S\approx w_M$. In a real metal, an atom bound more strongly to its substrate tends to bind its lateral neighbours more weakly, so the lateral term can be much larger than 0.03 eV and take back a good part of the substrate's advantage.

\section{Why the deposit stops at one layer}

\textbf{Q:} Once a layer exists, why does it not simply keep growing?

\textbf{A:} Compare complete films of $n$ layers, with $kT$ small compared with the bond energies. The bare surface has $G_0=0$ per site. For $n\geq1$, the first layer contributes $-(\epsilon_S+3w_S)$ and each of the other $n-1$ layers contributes $-(\epsilon_M+3w_M)=\mu_{\rm bulk}$. Hence
\begin{align}
G_n&=-(\epsilon_S+3w_S)+(n-1)\mu_{\rm bulk}-n\mu\\
&=\mu_1+(n-1)\mu_{\rm bulk}-n(\mu_{\rm bulk}-ze\eta)\\
&=\mu_1-\mu_{\rm bulk}+nze\eta=-\Delta+nze\eta. \label{film}
\end{align}
For $\eta>0$, every further layer costs $ze\eta$, so the best film has $n=1$. It beats the bare surface if $G_1<0$. The monolayer window is therefore
\begin{equation}
0<ze\eta<\Delta. \label{window}
\end{equation}
For $\eta<0$, each added layer lowers $G_n$, and bulk growth is favoured.

The limit of one layer rests on our assumption that S acts on the first layer alone. If an atom of the second layer were still bound more strongly than in bulk M, by an energy $\delta$ with $0<\delta<\Delta$, two layers would be stable for $0<ze\eta<\delta$. A real electrode may therefore take up a second layer before bulk growth begins.

An enumeration with nine periodic columns, each up to three layers high, shows the same sequence. The mean thickness is 0.000 layers at $\eta=0.45$ V and 1.000 layer at 0.39, 0.20 and 0.05 V. At $-0.05$ V it reaches the imposed limit of three.

\textbf{Q:} Can I then use $\epsilon_S>\epsilon_M$ as the criterion?

\textbf{A:} It is exact only when the lateral bonds are equal. If $w_S$ is larger than $w_M$, it is sufficient but not necessary. If $w_S$ is smaller, it is necessary but not sufficient. Suppose that $\epsilon_S=2.40$ eV and $w_S=0.15$ eV on the same metal. Then
\begin{equation}
\Delta=(2.40-2.30)+3(0.15-0.20)=0.10-0.15=-0.05\ {\rm eV}.
\end{equation}
The adatom prefers S, but the layer does not. With $\Delta<0$, (\ref{film}) gives $G_n>0$ for every $n\geq1$ when $\eta\geq0$, so the surface stays bare. When $\eta<0$, two layers always have lower $G_n$ than one. A lone monolayer is then not the stable film at any potential. In the nine-column enumeration, scanned from $-0.2$ to $+0.2$ V in steps of 5 mV, the largest probability of a perfect monolayer was $4.3\times10^{-6}$.

\section{How sharply the layer appears}

\textbf{Q:} Does coverage build up gradually as I approach 0.42 V from above?

\textbf{A:} Hardly at all in this example. A lone adatom has
\begin{equation}
-\epsilon_S-\mu=-\epsilon_S+\epsilon_M+3w_M+ze\eta
=ze\eta-\Delta+3w_S,
\end{equation}
where the last step uses (\ref{delta}). When adatoms are rare, the coverage is the Boltzmann factor
\begin{equation}
\theta\simeq\exp\!\left[-\frac{ze\eta-\Delta+3w_S}{kT}\right].
\end{equation}
At 0.1 V above the threshold, the exponent is $-(0.10+0.57)/0.02585$, and $\theta\approx6\times10^{-12}$.

Near the threshold, partly filled patches are suppressed by their broken lateral bonds. A periodic patch of $N$ sites is then mostly empty or full. The full state has energy $NG_1=N(ze\eta-\Delta)$ relative to the empty one, so
\begin{equation}
\theta\simeq\frac{e^{-NG_1/kT}}{1+e^{-NG_1/kT}}
=\frac{1}{1+\exp[N(ze\eta-\Delta)/kT]} .
\end{equation}
For 16 sites, the enumerated coverage falls from 0.957 at 5 mV below the threshold to 0.043 at 5 mV above it. At the five offsets tested, from $-5$ to $+5$ mV, the two-state formula differs from the enumeration by at most $2.6\times10^{-10}$ in coverage.

A real surface need not switch this sharply, since its sites and terraces differ. Terrace size alone moves the threshold. A hexagonal terrace with $m$ steps from centre to corner has $N=3m^2+3m+1$ sites. Along each of three bond directions it has $2m+1$ rows, and a row has one bond fewer than it has sites. The total is $3N-3(2m+1)$ bonds instead of the periodic $3N$. If nothing binds the atoms at the rim from outside, the threshold becomes
\begin{equation}
ze\eta_N\simeq\Delta-w_S\frac{6m+3}{N}. \label{edge}
\end{equation}
For $m=2$, $N=19$ and the loss is $0.19\times15/19=0.15$ eV, which predicts 0.27 V. Enumeration of the terrace gives 0.2700 V. For a terrace 10 nm wide, $m=18$ and $N=1027$, and the loss is only 0.02 eV.

\section{What this means in a memory cell}

\textbf{Q:} My cell has a silver electrode, a solid electrolyte and a platinum electrode. Where is $\eta$ in that circuit?

\textbf{A:} At zero current, silver serves as the reference electrode, and $\eta$ is the voltage of platinum relative to silver. A SET pulse makes silver positive, so the voltage of platinum relative to silver is negative. While current flows, $\eta$ at platinum itself equals this negative voltage plus the drops at the silver electrode and in the electrolyte. While the first layer forms, the cell adds a driving voltage of its own, about $\Delta/ze$. The drops can then exceed the applied voltage, and $\eta$ at platinum can stay positive. Bulk deposition requires $\eta<0$ there. A shorted cell at equilibrium has $\eta=0$. There (\ref{film}) gives $G_n=-\Delta$ for every $n\geq1$: a covered electrode is favoured by 0.42 eV per site over a bare one, while the thickness is marginal. In this model, platinum can be covered before any SET pulse.

\textbf{Q:} Then why is the cell not already switched on?

\textbf{A:} A monolayer on one electrode does not bridge the electrolyte. It may not have formed either, because equilibrium says nothing about speed. Take a model lattice constant $a_{\rm Pt}=0.392$ nm for platinum and one silver atom per surface site. Neighbouring sites are $a_{\rm Pt}/\sqrt2$ apart, so the site density of the triangular layer is $N_s=4/(\sqrt3\,a_{\rm Pt}^2)=1.503\times10^{15}$ cm$^{-2}$. The charge needed is
\begin{equation}
Q=zeN_s=(1.602\times10^{-19}\ {\rm C})(1.503\times10^{15}\ {\rm cm^{-2}})
=241\ \mu{\rm C/cm^2}.
\end{equation}
An ion current of 1 $\mu$A/cm$^2$, used wholly for deposition, would take 241 s. A 10 nm electrolyte with an assumed $10^{20}$ mobile ions per cm$^3$ stores only 0.067 of the ions required. Even these cannot simply be used up, because removing them would leave the electrolyte charged. If the compensating charges in the electrolyte are fixed and no other electrode reaction occurs, it stays neutral only when the silver electrode replaces every ion deposited, with matching electrons passing through the external circuit or leaking through the electrolyte. A mixed conductor that can give up an ion together with an electron, or a cell in which moisture reacts, is not bound by this condition.

\textbf{Q:} How far should I trust 0.42 V for a real silver--platinum device?

\textbf{A:} As a scale, for clean platinum. Silver on platinum is a known underpotential system in liquid electrolytes, with shifts of roughly a few tenths of a volt. My bond energies are rough effective values chosen for that regime, so the agreement in scale is not a prediction. Device platinum is usually polycrystalline and may carry oxygen or water, which breaks the assumption of clean, equivalent sites. Suppose that a competitor gains $g$ on a site without metal, and that competitors do not interact. Summing over its absence and presence gives such a site the weight $1+e^{g/kT}$. Metal must give up the corresponding free energy, so
\begin{equation}
ze\eta_1=\Delta-kT\ln(1+e^{g/kT}).
\end{equation}
An illustrative $g=0.10$ eV, taken as independent of potential, lowers the threshold by 0.10 V. Oxygen species formed from water by giving up electrons bind more strongly at more positive potentials, so for them $g$ must be evaluated at the threshold itself. If the logarithmic term still exceeds $\Delta$ at $\eta=0$, the window closes.

\textbf{Q:} And the other omissions?

\textbf{A:} Here are estimates for several corrections in the same example.

I let the weaker lateral bonds stand for misfit; as chosen, they cost $3(0.20-0.19)=0.03$ eV per atom. As a check of scale, stretching or compressing a film equally in two directions by strain $f$ stores $Yf^2/(1-\nu)$ per volume. With a model lattice constant of 0.409 nm for silver, $f=(0.392-0.409)/0.409=-4.16\%$, and the volume per atom is $(0.409\ {\rm nm})^3/4=0.0171$ nm$^3$. For rough silver values $Y=83$ GPa and $\nu=0.37$, the stored energy is 0.024 eV per atom. This formula treats silver as equally stiff in all directions, which it is not, and bulk elasticity is itself only a guide for a single layer. The result fixes the scale, a few hundredths of an eV, and no more.

A charged double layer lowers the electrode's energy at fixed potential by $CU^2/2$ per area, where $U$ is the distance from the potential of zero charge. Suppose that $C=20\ \mu$F/cm$^2$, that bare platinum has $U=1$ V, and that the covered surface is uncharged. The bare surface then gains 0.04 eV per site, which delays deposition. This choice shows only the size of the term, and for silver on platinum the sign is probably the opposite. In aqueous electrolytes the zero charge of silver lies several tenths of a volt negative of that of platinum, so near the threshold the covered surface is the more highly charged one. With the same $C$ and $U=1.75$ V for the covered surface, it is favoured by $0.0415(1.75^2-1)\approx0.09$ eV per site, and deposition comes earlier.

Vibrations add a classical free energy of $kT\ln(\hbar\omega/kT)$ per mode. If all three frequencies of a layer atom are 1.2 times those in the bulk, the layer loses $3kT\ln1.2=0.014$ eV per atom.

Subtracting the losses from the 10 nm terrace edge, the double layer, the vibrations and the weak competitor leaves
\begin{equation}
0.420-0.0205-0.0415-0.0141-0.1005\approx0.24\ {\rm eV}.
\end{equation}
This is an estimate for the stated assumptions, not a lower bound. With the double-layer term taken as a gain of 0.09 eV instead, the result would be about 0.37 eV. Surface mixing and partial discharge of the ions are still left out. The full set of values is in the numerical output.

\textbf{Q:} So I should ask which deposit is in equilibrium before I quote a Nernst potential.

\textbf{A:} Yes. For bulk M the answer is $\eta=0$. For a first layer with $\Delta>0$, it is $\eta=\Delta/ze$ in this model. If $\Delta<0$, a lone monolayer is not the stable film at any potential. The sign of $\Delta$ depends on the energy of the complete layer relative to the bulk, including the lateral bonds in both.

\section*{Computed results}
\begin{verbatim}
Temperature: 300 K; kT: 0.02585 eV; ion charge z: 1
Adatom binding on S: 2.75 eV; on M: 2.30 eV
Lateral bond first layer: 0.19 eV; in M: 0.20 eV
Bulk coexistence mu_bulk, enumerated: -2.9000 eV
Cohesive energy of model metal: 2.90 eV
Delta: 0.420 eV; threshold eta: 0.420 V
Largest threshold error, 12 cases: 2.8e-13 eV
Nernst shift per activity decade: 59.5 mV
Film (cap 3 layers) at eta +0.50 V: 0.000 layers
Film (cap 3 layers) at eta +0.45 V: 0.000 layers
Film (cap 3 layers) at eta +0.39 V: 1.000 layers
Film (cap 3 layers) at eta +0.20 V: 1.000 layers
Film (cap 3 layers) at eta +0.05 V: 1.000 layers
Film (cap 3 layers) at eta -0.05 V: 3.000 layers
Soft case: eps_S 2.40 eV, w_S 0.15 eV
Soft case Delta: -0.050 eV
Soft case largest monolayer probability: 4.3e-06
Soft case film at eta +0.02 V: 1.9e-09 layers
Half coverage without lateral bonds: -0.150 V
16-site patch, offset -5 mV: coverage 0.9567
16-site patch, offset -2 mV: coverage 0.7752
16-site patch, offset +0 mV: coverage 0.5000
16-site patch, offset +2 mV: coverage 0.2248
16-site patch, offset +5 mV: coverage 0.0433
Largest two-state coverage error: 2.6e-10
Coverage 0.1 V before switch: 5.55e-12
19-site terrace threshold: 0.2700 V
19-site edge loss, formula: 0.1500 eV
Lattice constants Pt, Ag (rough): 0.392, 0.409 nm
Site spacing: 0.2772 nm; density: 1.503e+15 /cm2
Monolayer charge: 241 uC/cm2
Fill time at 1 uA/cm2: 241 s
Young modulus: 83 GPa; Poisson: 0.37
Misfit strain: -4.16 percent
Elastic strain energy: 0.024 eV/atom
Lateral loss already in Delta: 0.030 eV/atom
Terrace: 10 nm, m 18, 1027 sites
Terrace edge loss: 0.0205 eV/atom
Capacitance: 20 uF/cm2
Distance from zero charge: 1.0 V
Double-layer energy: 0.0415 eV/site
Vibration frequency ratio: 1.2
Vibrational free energy: 0.0141 eV/atom
Competitor gain: 0.10 eV; loss: 0.1005 eV
Delta after these four losses: 0.243 eV
Electrolyte: 10 nm, 1e+20 ions/cm3
Stored ions / monolayer sites: 0.067
\end{verbatim}
